# Permutation-invariant Lindblad dynamics: local jumps between total-spin sectors: verification in Python

```python
"""Permutation-invariant Lindblad dynamics of N two-level systems.

Result under test: a permutation-invariant density matrix is a set of blocks
rho_j, one per total spin j, and identical local jumps L on every site move
weight from j to j, j-1 and j+1 with the closed-form weights and matrices in
local_transfer(). Sectors are labelled by the integer two_j = 2j; within each
sector m runs from j down to -j. The one-spin basis is (up, down), hbar = 1.
H = drive*Jx + twist*Jz^2; collective decay has jump operator J_-.
Local jump operators are traceless 2x2 matrices with their rates absorbed.
Density matrices are flattened row by row.
"""
from math import comb, factorial, sqrt
import numpy as np
import scipy.sparse as sp
from scipy.linalg import expm, null_space
from scipy.sparse.linalg import expm_multiply

S_MINUS = np.array([[0, 0], [1, 0]], dtype=complex)
S_PLUS = S_MINUS.T.copy()
S_Z = np.diag([0.5, -0.5]).astype(complex)


def sectors(N):
    return list(range(N % 2, N + 1, 2))


def multiplicity(N, two_j):
    return (factorial(N) * (two_j + 1)
            // (factorial((N - two_j) // 2) * factorial((N + two_j) // 2 + 1)))


def spin_matrices(two_j):
    j = two_j / 2
    m = j - np.arange(two_j + 1)
    Jz = np.diag(m).astype(complex)
    Jm = np.diag(np.sqrt(j * (j + 1) - m[:-1] * (m[:-1] - 1)), -1).astype(complex)
    return Jz, Jm.conj().T, Jm


def local_transfer(N, two_j, L):
    """List of (target two_j, weight, matrix) for the sum over sites of L rho L^+."""
    j = two_j / 2
    lam_m, lam_p, lam_z = L[1, 0], L[0, 1], L[0, 0] - L[1, 1]
    Jz, Jp, Jm = spin_matrices(two_j)
    result = []
    if two_j > 0:
        result.append((two_j, (N + 2) / (4 * j * (j + 1)),
                       lam_m * Jm + lam_p * Jp + lam_z * Jz))
    if two_j >= 2:
        down = np.zeros((two_j - 1, two_j + 1), dtype=complex)
        for col in range(two_j + 1):
            m = j - col
            for change, amp in ((-1, lam_m * sqrt((j + m) * (j + m - 1))),
                                (1, -lam_p * sqrt((j - m) * (j - m - 1))),
                                (0, -lam_z * sqrt(j * j - m * m))):
                row = int(round(j - 1 - m - change))
                if 0 <= row < two_j - 1:
                    down[row, col] = amp
        result.append((two_j - 2, (N + 2 * j + 2) / (4 * j * (2 * j + 1)), down))
    if two_j < N:
        up = np.zeros((two_j + 3, two_j + 1), dtype=complex)
        for col in range(two_j + 1):
            m = j - col
            for change, amp in ((-1, -lam_m * sqrt((j - m + 1) * (j - m + 2))),
                                (1, lam_p * sqrt((j + m + 1) * (j + m + 2))),
                                (0, -lam_z * sqrt((j + 1) ** 2 - m * m))):
                up[int(round(j + 1 - m - change)), col] = amp
        result.append((two_j + 2, (N - 2 * j) / (4 * (j + 1) * (2 * j + 1)), up))
    return result


def sandwich(A, B):
    """Matrix of the map rho -> A rho B^+ on flattened rho."""
    return sp.kron(sp.csr_matrix(A), sp.csr_matrix(B.conj()), format="csr")


def reduced_generator(N, drive, twist, coll_rate, jumps):
    labels = sectors(N)
    grid = [[None] * len(labels) for _ in labels]

    def add(row, col, block):
        old = grid[row][col]
        grid[row][col] = block if old is None else old + block

    for col, two_j in enumerate(labels):
        Jz, Jp, Jm = spin_matrices(two_j)
        one = np.eye(two_j + 1, dtype=complex)
        H = drive * (Jp + Jm) / 2 + twist * Jz @ Jz
        loss = coll_rate * Jp @ Jm
        add(col, col, coll_rate * sandwich(Jm, Jm))
        for L in jumps:
            M = L.conj().T @ L
            loss = loss + (N * np.trace(M) / 2 * one + M[0, 1] * Jp
                           + M[1, 0] * Jm + (M[0, 0] - M[1, 1]) * Jz)
            for target, weight, T in local_transfer(N, two_j, L):
                add(labels.index(target), col, weight * sandwich(T, T))
        G = -1j * H - loss / 2
        add(col, col, sandwich(G, one) + sandwich(one, G))
    return sp.bmat(grid, format="csr")


def split(vector, N):
    blocks, start = {}, 0
    for two_j in sectors(N):
        size = two_j + 1
        blocks[two_j] = vector[start:start + size**2].reshape(size, size)
        start += size**2
    return blocks


def flatten(blocks, N):
    return np.concatenate([blocks[t].ravel() for t in sectors(N)])


def all_down(N):
    blocks = {t: np.zeros((t + 1, t + 1), dtype=complex) for t in sectors(N)}
    blocks[N][N, N] = 1
    return flatten(blocks, N)


def purity(blocks, N):
    return sum(np.trace(b @ b).real / multiplicity(N, t) for t, b in blocks.items())


# Tools in the full 2^N space, built without the transfer formulas
def site_operators(A, N):
    return [np.kron(np.kron(np.eye(2**n), A), np.eye(2**(N - n - 1)))
            for n in range(N)]


def full_sector_basis(N):
    """basis[two_j][i] has the multiplicity vectors with m = j - i as columns."""
    Jz, Jp = (sum(site_operators(A, N)).real for A in (S_Z, S_PLUS))
    basis = {}
    for two_j in sectors(N):
        j = two_j / 2
        idx = np.where(np.isclose(np.diag(Jz), j))[0]
        kernel = null_space(Jp[:, idx])
        top = np.zeros((2**N, kernel.shape[1]))
        top[idx] = kernel
        ladder = [top]
        for i in range(two_j):
            m = j - i
            ladder.append(Jp.T @ ladder[-1] / sqrt(j * (j + 1) - m * (m - 1)))
        basis[two_j] = ladder
        assert kernel.shape[1] == multiplicity(N, two_j)
    return basis


def rebuild(blocks, basis):
    total = 0
    for two_j, block in blocks.items():
        V = np.array(basis[two_j])
        total = total + np.einsum("ab,aik,bjk->ij", block, V, V,
                                  optimize=True) / V.shape[2]
    return total


# Test: transfer rule against explicit sums over sites, every block element
rng = np.random.default_rng(7)
L_random = rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2))
L_random -= np.trace(L_random) / 2 * np.eye(2)
transfer_error = 0.0
for N in (4, 5):
    basis = full_sector_basis(N)
    local_ops = site_operators(L_random, N)
    for two_j in sectors(N):
        for a in range(two_j + 1):
            for b in range(two_j + 1):
                unit = np.zeros((two_j + 1, two_j + 1), dtype=complex)
                unit[a, b] = 1
                E = rebuild({two_j: unit}, basis)
                direct = sum(A @ E @ A.conj().T for A in local_ops)
                image = {t: w * T @ unit @ T.conj().T
                         for t, w, T in local_transfer(N, two_j, L_random)}
                error = np.abs(direct - rebuild(image, basis)).max()
                transfer_error = max(transfer_error, error)
assert transfer_error < 1e-11

# Test: full and reduced time evolution from a mixed product state, N = 5
N5, t5 = 5, 0.8
basis5 = full_sector_basis(N5)
one_spin = np.array([[0.7, 0.2 - 0.1j], [0.2 + 0.1j, 0.3]])
rho_full = np.array([[1.0 + 0j]])
for _ in range(N5):
    rho_full = np.kron(rho_full, one_spin)
blocks5 = {}
for two_j in sectors(N5):
    V = np.array(basis5[two_j])
    blocks5[two_j] = np.einsum("aik,ij,bjk->ab", V, rho_full, V, optimize=True)
assert np.allclose(rebuild(blocks5, basis5), rho_full, atol=1e-12)
jumps5 = [0.5 * L_random, sqrt(0.6) * S_MINUS]
drive5, twist5, coll5 = 1.1, 0.4, 0.3
Jz5, Jp5, Jm5 = (sum(site_operators(A, N5)) for A in (S_Z, S_PLUS, S_MINUS))
all_jumps = [sqrt(coll5) * Jm5]
for L in jumps5:
    all_jumps += site_operators(L, N5)
G5 = (-1j * (drive5 * (Jp5 + Jm5) / 2 + twist5 * Jz5 @ Jz5)
      - sum(A.conj().T @ A for A in all_jumps) / 2)
eye5 = np.eye(2**N5)
gen_full = sandwich(G5, eye5) + sandwich(eye5, G5)
for A in all_jumps:
    gen_full = gen_full + sandwich(A, A)
rho_full_t = expm_multiply(gen_full * t5, rho_full.ravel()).reshape(2**N5, 2**N5)
gen5 = reduced_generator(N5, drive5, twist5, coll5, jumps5)
blocks5_t = split(expm_multiply(gen5 * t5, flatten(blocks5, N5)), N5)
dynamics_error = np.abs(rebuild(blocks5_t, basis5) - rho_full_t).max()
purity_full = np.trace(rho_full_t @ rho_full_t).real
purity_reduced = purity(blocks5_t, N5)
assert dynamics_error < 1e-10
assert abs(purity_full - purity_reduced) < 1e-10

# Test: N = 20 with local noise only, against the exact product state
N = 20
gamma, kappa, drive, coll_rate = 1.0, 0.5, 4.0, 0.2
jumps = [sqrt(gamma) * S_MINUS, sqrt(kappa) * S_Z]
t_local = 0.7
G1 = -1j * drive * (S_PLUS + S_MINUS) / 2 - sum(L.conj().T @ L for L in jumps) / 2
gen1 = (sandwich(G1, np.eye(2)) + sandwich(np.eye(2), G1)
        + sum(sandwich(L, L) for L in jumps)).toarray()
rho1 = (expm(gen1 * t_local) @ np.array([0, 0, 0, 1], dtype=complex)).reshape(2, 2)
lam = np.linalg.eigvalsh(rho1)
gen_local = reduced_generator(N, drive, 0.0, 0.0, jumps)
blocks_local = split(expm_multiply(gen_local * t_local, all_down(N)), N)
product_error = 0.0
for two_j in sectors(N):
    exact = multiplicity(N, two_j) * sum(
        lam[0]**((N - two_j) // 2 + i) * lam[1]**((N + two_j) // 2 - i)
        for i in range(two_j + 1))
    product_error = max(product_error,
                        abs(np.trace(blocks_local[two_j]).real - exact))
jz_local = sum(np.trace(spin_matrices(t)[0] @ b).real
               for t, b in blocks_local.items())
assert product_error < 1e-9
assert abs(jz_local - N * np.trace(S_Z @ rho1).real) < 1e-8

# Output: checks, sizes and elementary rates
print(f"transfer rule, N=4 and 5: max error = {transfer_error:.1e}")
print(f"full vs reduced evolution, N=5: max error = {dynamics_error:.1e}")
print(f"purity N=5: full {purity_full:.8f}, reduced {purity_reduced:.8f}")
print(f"product-state sector weights, N=20: max error = {product_error:.1e}")
for size in (5, 20, 100):
    count = sum((t + 1)**2 for t in sectors(size))
    assert count == comb(size + 3, 3)
    print(f"N={size}: reduced elements {count}, full elements {float(4**size):.4e}")
print("Local-loss rates from |j,m>, in units of gamma:")
for size, two_j, col in ((4, 2, 0), (20, 20, 0)):
    total = 0.0
    for target, weight, T in local_transfer(size, two_j, S_MINUS):
        rate = weight * np.sum(np.abs(T[:, col])**2)
        total += rate
        print(f"  N={size}, j={two_j/2:g}, m={two_j/2-col:g} -> "
              f"j={target/2:g}: weight {weight:.6f}, rate {rate:.6f}")
    assert abs(total - (size / 2 + two_j / 2 - col)) < 1e-10
    print(f"  total rate = {total:.6f}")

# Worked example: driven emitters with collective and local dissipation
print(f"Driven example: N={N}, all down at t=0; rates in units of gamma")
print(f"  drive={drive}, collective decay={coll_rate}, "
      f"local loss={gamma}, dephasing={kappa}")
generator = reduced_generator(N, drive, 0.0, coll_rate, jumps)
print(f"  nonzero generator entries = {generator.nnz}")
state, previous = all_down(N), 0.0
moment_error = 0.0
print("  gamma*t     <Jz>      <J^2>     p(j=10)    purity")
for time in (0.0, 0.25, 0.5, 1.0, 2.0, 4.0):
    if time > previous:
        state = expm_multiply(generator * (time - previous), state)
    previous = time
    blocks = split(state, N)
    flow = split(generator @ state, N)
    jz = jz2 = j2 = j2_rate = trace = 0.0
    for two_j, block in blocks.items():
        Jz = spin_matrices(two_j)[0]
        casimir = two_j / 2 * (two_j / 2 + 1)
        trace += np.trace(block).real
        jz += np.trace(Jz @ block).real
        jz2 += np.trace(Jz @ Jz @ block).real
        j2 += casimir * np.trace(block).real
        j2_rate += casimir * np.trace(flow[two_j]).real
        assert np.linalg.eigvalsh((block + block.conj().T) / 2).min() > -1e-9
    assert abs(trace - 1) < 1e-9
    expected = (-(gamma + kappa) * (j2 - jz2 - N / 2)
                - 2 * gamma * (jz2 - N / 4) - gamma * (N - 1) * jz)
    moment_error = max(moment_error, abs(j2_rate - expected))
    print(f"  {time:5.2f}  {jz:10.5f} {j2:10.5f} "
          f"{np.trace(blocks[N]).real:10.6f}  {purity(blocks, N):.4e}")
assert moment_error < 1e-7
print(f"  d<J^2>/dt moment equation: max error = {moment_error:.1e} gamma")
print(f"Sector weights at gamma*t = {previous}:")
for two_j in sectors(N):
    print(f"  j={two_j//2:2d}: p_j = {np.trace(blocks[two_j]).real:.6f}, "
          f"multiplicity = {multiplicity(N, two_j)}")
print("verified")
```

Running it gives:

```
transfer rule, N=4 and 5: max error = 1.8e-15
full vs reduced evolution, N=5: max error = 6.9e-17
purity N=5: full 0.04220906, reduced 0.04220906
product-state sector weights, N=20: max error = 8.0e-16
N=5: reduced elements 56, full elements 1.0240e+03
N=20: reduced elements 1771, full elements 1.0995e+12
N=100: reduced elements 176851, full elements 1.6069e+60
Local-loss rates from |j,m>, in units of gamma:
  N=4, j=1, m=1 -> j=1: weight 0.750000, rate 1.500000
  N=4, j=1, m=1 -> j=0: weight 0.666667, rate 1.333333
  N=4, j=1, m=1 -> j=2: weight 0.083333, rate 0.166667
  total rate = 3.000000
  N=20, j=10, m=10 -> j=10: weight 0.050000, rate 1.000000
  N=20, j=10, m=10 -> j=9: weight 0.050000, rate 19.000000
  total rate = 20.000000
Driven example: N=20, all down at t=0; rates in units of gamma
  drive=4.0, collective decay=0.2, local loss=1.0, dephasing=0.5
  nonzero generator entries = 15230
  gamma*t     <Jz>      <J^2>     p(j=10)    purity
   0.00   -10.00000  110.00000   1.000000  1.0000e+00
   0.25    -7.34728  107.57106   0.884814  7.7218e-01
   0.50    -3.77854   96.96481   0.509395  2.4362e-01
   1.00     0.76023   58.81955   0.055544  3.1402e-03
   2.00    -1.21687   24.44826   0.000961  6.6876e-06
   4.00    -0.86208   25.03004   0.000865  9.6990e-06
  d<J^2>/dt moment equation: max error = 3.2e-14 gamma
Sector weights at gamma*t = 4.0:
  j= 0: p_j = 0.006033, multiplicity = 16796
  j= 1: p_j = 0.050684, multiplicity = 41990
  j= 2: p_j = 0.121332, multiplicity = 48450
  j= 3: p_j = 0.185645, multiplicity = 38760
  j= 4: p_j = 0.212007, multiplicity = 23256
  j= 5: p_j = 0.188616, multiplicity = 10659
  j= 6: p_j = 0.131156, multiplicity = 3705
  j= 7: p_j = 0.069782, multiplicity = 950
  j= 8: p_j = 0.027025, multiplicity = 170
  j= 9: p_j = 0.006857, multiplicity = 19
  j=10: p_j = 0.000865, multiplicity = 1
verified
```
